Wafer miscut for a 45° silicon mirror and its opposite wall

**Problem**

A long groove is etched into a silicon wafer through a straight slot in a mask. The etchant removes {111} planes far more slowly than other planes, so the side walls of the groove become {111} planes. The slot runs along the crystal direction [110], which lies in the wafer surface.

On a wafer whose surface is exactly (001), neither wall slopes at 45°. The wafer is therefore to be sawn with a miscut: its surface normal is turned away from [001] by an angle δ about the [110] direction. One wall should then slope at 45° and send a beam travelling inside the groove, parallel to the wafer surface, out along the surface normal.

(a) Find δ and the sense of the rotation.

(b) Find the slope of the opposite wall, as an angle and as a gradient.

(c) For a mask opening of 250 µm and an etch depth of 100 µm, find the width of the flat floor. At what depth would the two walls meet?

All slopes are measured from the actual wafer surface. The {111} planes are first taken not to etch at all, the slot is parallel to [110], and the cross-section is taken far from the groove ends. Neither wall may overhang.

**A tempting solution**

The angle between a {111} plane and the (001) plane equals the angle between their normals. Call it θ. Then

cos θ = [1,1,1]·[0,0,1]/√3 = 1/√3, so θ = 54.74°.

To bring one wall to 45°, the wafer must be tilted by

δ = 54.74° − 45° = 9.74°.

The opposite wall is also a {111} plane. The crystal fixes the directions of its planes, and sawing the wafer differently cannot change them. The opposite wall therefore keeps its slope of 54.74°.

**Where it fails**

The miscut is right, but the last sentence is wrong. It is true that sawing does not turn the {111} planes. However, 54.74° is their angle to (001), and after the miscut the wafer surface is no longer (001). The solution used the new surface as reference for the first wall and the old one for the second.

The angle between the two walls exposes the contradiction. Extend the walls until they meet, and they form a triangle with the wafer surface. On the exact wafer, the angle at the bottom is

180° − 2 × 54.74° = 70.53°.

This is an angle between two crystal planes, so no choice of surface can alter it. The tempting solution would make it

180° − 45° − 54.74° = 80.26°,

which would require the crystal planes to have turned relative to each other.

**The two walls**

The correct solution starts by identifying the walls. Let m be a unit normal of a wall, pointing out of the silicon into the groove. The eight {111} normals are (±1,±1,±1)/√3. A wall that contains [110] has a normal perpendicular to it, so its first two components must add to zero. A wall that does not overhang on the exact wafer has an upward normal, so its third component must be positive. Two normals remain:

m_A = (1,−1,1)/√3, m_B = (−1,1,1)/√3.

The other two upward normals, (1,1,1)/√3 and (−1,−1,1)/√3, belong to planes that cross the groove direction. They matter at the ends of the groove, not in this section.

Introduce three perpendicular unit vectors:

e₁ = [1,1,0]/√2, along the groove,
e₂ = [1,−1,0]/√2, across it,
e₃ = [0,0,1], upward on the exact wafer.

The components of m_A are

m_A·e₁ = (1 − 1)/√6 = 0,
m_A·e₂ = (1 + 1)/√6 = √(2/3),
m_A·e₃ = 1/√3.

Since cos θ = 1/√3, we have sin θ = √(1 − 1/3) = √(2/3), and hence tan θ = √2. For m_B only the sign of the e₂ component changes. Thus

m_A = sin θ e₂ + cos θ e₃,
m_B = −sin θ e₂ + cos θ e₃.

**Slopes on the miscut wafer**

Let the surface normal turn from e₃ towards e₂ by δ:

n = cos δ e₃ + sin δ e₂.

Positive δ therefore turns the surface normal towards the outward normal of wall A. The slope of a wall is the angle between its normal and n. Call the slopes α for wall A and β for wall B. The scalar products are

cos α = n·m_A = cos δ cos θ + sin δ sin θ = cos(θ − δ),
cos β = n·m_B = cos δ cos θ − sin δ sin θ = cos(θ + δ).

Neither wall overhangs if both slopes are below 90°, which requires

|δ| < 90° − θ = 35.26°.

In this range θ − δ and θ + δ both lie between 0° and 90°, so the cosines can be inverted without ambiguity:

α = θ − δ,
β = θ + δ,
α + β = 2θ = 109.47°.

What one wall loses in slope, the other gains. This is the same statement as the fixed angle of 70.53° between the walls. It also shows that no miscut in this range can make both walls 45° mirrors, because their slopes would then add to 90°.

Two limits help to read the result. At δ = 0 both walls slope at θ, as they must by symmetry. As δ approaches 35.26°, wall B becomes vertical and wall A flattens to 109.47° − 90° = 19.47°. Beyond that, wall B overhangs and the groove is no longer of the kind considered here.

**Answer to (a)**

Setting α = 45° gives δ = θ − 45°. With tan θ = √2 and tan 45° = 1, the subtraction formula for the tangent gives

tan δ = (tan θ − 1)/(1 + tan θ) = (√2 − 1)/(√2 + 1).

Multiply numerator and denominator by √2 − 1. The denominator becomes 2 − 1 = 1, so

tan δ = (√2 − 1)² = 3 − 2√2 = 0.1716,
δ = 9.74°.

The surface normal must turn towards the outward normal of the wall that is to become the mirror. Turning it the other way by the same angle makes wall B the mirror. Since α and β each vary steadily with δ, these are the only two solutions in the range |δ| < 35.26°. Far from (001), near a {110} surface, the same two families of planes bound a shallower V whose slopes add to 70.53°; at δ = ±80.26° they are 45° and 25.53°. Such a wafer is no longer a miscut (001) wafer and is not considered here.

**Answer to (b)**

The opposite wall has

β = θ + δ = 2θ − 45° = 109.47° − 45° = 64.47°.

Its gradient follows from the double-angle formula:

tan 2θ = 2 tan θ/(1 − tan² θ) = 2√2/(1 − 2) = −2√2.

The negative sign is correct, because 2θ is greater than 90°. Subtracting 45° gives

tan β = (tan 2θ − 1)/(1 + tan 2θ)
= (−2√2 − 1)/(1 − 2√2)
= (2√2 + 1)/(2√2 − 1).

Multiply numerator and denominator by 2√2 + 1. The new denominator is 8 − 1 = 7, and the new numerator is 8 + 4√2 + 1. Hence

tan β = (9 + 4√2)/7 = 2.094.

The opposite wall drops about 2.09 µm for every micrometre of horizontal distance. It is steeper than on the exact wafer by the same 9.74° by which the mirror is shallower.

**Does the beam leave along the normal?**

Let t be the unit vector in the wafer surface, across the groove:

t = cos δ e₂ − sin δ e₃.

The component of m_A along t is

m_A·t = sin θ cos δ − cos θ sin δ = sin(θ − δ) = sin α,

so m_A = sin α t + cos α n. This normal points towards +t, which means that wall A lies on the −t side of the groove. A beam that crosses the groove towards it has direction d = −t. Reflection reverses the component of d along the wall normal:

d′ = d − 2(d·m_A)m_A.

Here d·m_A = −sin α, and therefore

d′ = −t + 2 sin α (sin α t + cos α n)
= −(1 − 2 sin² α) t + 2 sin α cos α n
= −cos 2α t + sin 2α n.

At α = 45° this is d′ = n, as required.

The same formula gives the effect of an error ε in the miscut. If the miscut is δ + ε, then α = 45° − ε, and

d′ = −sin 2ε t + cos 2ε n.

The outgoing beam is off the surface normal by 2ε. The incoming beam is held parallel to the actual wafer surface in this comparison. An error of 0.50° in the miscut thus turns the outgoing beam by 1.00°.

**Answer to (c)**

Let w be the mask opening and d the etch depth; from here on d is a length, not the beam direction. Take the floor to be flat and parallel to the wafer surface. Going down by d, wall A advances horizontally by d cot α and wall B by d cot β. The floor width is therefore

b = w − d(cot α + cot β).

For the mirror, cot α = 1. For the opposite wall,

cot β = 7/(9 + 4√2) = 7(9 − 4√2)/(81 − 32) = (9 − 4√2)/7 = 0.4776.

The sum is 1.4776, and

b = 250 µm − 100 µm × 1.4776 = 102.2 µm.

The walls meet when b = 0, at the depth

d_V = w/(cot α + cot β) = 250 µm/1.4776 = 169.2 µm.

The chosen depth of 100 µm is smaller, so there is indeed a flat floor. The mirror measures 100 µm/sin 45° = 141.4 µm down its slope.

The cotangent sum can also be written for any allowed miscut. Putting both terms over a common denominator gives

cot α + cot β = sin(α + β)/(sin α sin β).

The numerator is sin 2θ = 2 sin θ cos θ = 2√2/3. In the denominator, the product formula gives

sin(θ − δ) sin(θ + δ) = (cos 2δ − cos 2θ)/2,

with cos 2θ = 2 cos² θ − 1 = −1/3. Therefore

cot α + cot β = (4√2/3)/(cos 2δ + 1/3) = 4√2/(1 + 3 cos 2δ).

At δ = 0 this is √2. It grows with |δ|, so at a fixed mask opening a miscut makes the closed V shallower. The flattening of one wall costs more width than the steepening of the other saves.

**A test that does not assume the walls**

The calculation above takes the walls to be {111} planes. A simple atomistic model can be asked to find them. In the diamond lattice each silicon atom has four neighbours. An atom in the top layer of a flat (001) surface keeps two of them, while an atom in the outer layer of a flat {111} surface keeps three. Let the etch remove every exposed atom with two or fewer neighbours and keep the rest. Mask atoms are never removed, and they count as neighbours.

This rule was run to completion on a lattice uniform along [110], with a mask opening of 120 lattice constants. Straight lines fitted to the surviving walls slope at 54.74° on both sides of the exact wafer. With the miscut found in (a), they slope at 45.00° and 64.47°. The V is 80.6 lattice constants deep, against 81.2 from the formula for d_V. At a depth of 40 lattice constants the groove is 60.3 wide, against 60.9 from the width formula. Differences of this order are to be expected, and they depend on where the mask edges and the surface fall within the lattice: shifting them by fractions of a lattice constant moves the depth between about 80.6 and 81.1 and the width between about 60.3 and 61.4. Neighbouring {111} double layers lie 1/√3 ≈ 0.58 lattice constants apart, so a wall can sit only at discrete positions and need not start exactly at a mask edge. In addition, the depth is read at the centre of the lowest removed atom, which tends to make it slightly too small. The width is read between the centres of the outermost removed atoms in a thin layer, reaching 0.5 lattice constants above and below the stated depth. Using the centres lowers this width, while the upper part of the layer, where the groove is wider, raises it.

The rule confirms the geometry and the sense of the rotation. It says nothing about real etch rates, since it never removes an atom while three of its neighbours remain. Atoms on a flat {110} surface also have three neighbours, yet that surface etches readily in hot potassium hydroxide.

**Etching real silicon**

Wet etching in hot aqueous potassium hydroxide is a real process of this kind. As rough values, take a floor rate R = 1 µm/min and a {111} rate r = 0.01 µm/min. Both depend on temperature and solution, and their ratio of 100 should be read as an order of magnitude. Reaching 100 µm then takes 100 min, during which a {111} wall retreats by rt = 1.00 µm along its normal, where t is now the etch time. Real etching thus breaks the assumption of permanent walls.

If a wall moves parallel to itself, its slope does not change, but it undercuts the mask. In the cross-section, let x run across the groove and z along the surface normal, with the mask edge at the origin. The mirror starts as x sin α + z cos α = 0 and ends as

x sin α + z cos α = −rt.

At the surface z = 0, so x = −rt/sin α. The undercut is 1.41 µm at the mirror and, with β in place of α, 1.11 µm at the opposite wall. At the same etch depth of 100 µm, the floor becomes wider by their sum, about 2.5 µm, or 2.5% of its ideal width.

A less favourable picture lets each part of the wall retreat in proportion to the time it has been exposed. The top then retreats by rt and the newly formed foot not at all. Over a wall length d/sin α, with d = Rt, the wall turns by

arctan[rt sin α/d] = arctan[(r/R) sin α] = 0.405°.

Because the top recedes, the mirror becomes shallower, about 44.6°, and the beam turns by twice the error, about 0.8°. This is an illustration, neither a prediction nor an upper bound, because the two stated rates do not fix the wall shape. If the etch rate rises steeply and linearly as the orientation leaves {111}, the wall stays flat at 45°, as in the parallel picture; if the minimum at {111} were smooth and broad, the wall would curve by many degrees. The 0.8° is comparable with the effect of the 0.50° miscut error.

The flat floor is a further assumption. A surface 9.74° away from (001) need not etch at the (001) rate or stay smooth. That would change the depth reached and the floor width, but not the angle between walls that remain {111} planes. The size of this effect has not been calculated here.

**Two kinds of misalignment**

Suppose first that the mask slot is rotated within the surface by φ = 0.10°. If etching continues until straight {111} walls have formed along the whole slot, these walls pass through its outermost corners. For a slot of length L, the opening measured across [110] becomes

L sin φ + w cos φ.

With L = 2000 µm, the opening grows by 3.49 µm. The wall slopes do not change, because neither the crystal nor the surface has turned.

Now suppose that the mask is correct but the miscut axis is off [110] by η = 1.00° within the (001) plane. The surface normal becomes

n = cos δ e₃ + sin δ (cos η e₂ + sin η e₁).

Its product with m_A is

cos α = cos δ cos θ + sin δ sin θ cos η.

For small η, cos η differs from 1 by about η²/2. The slope error is therefore of second order, and the mirror steepens by a mere 0.0017°.

The upper edges of the groove are more sensitive. The line in which the two wall planes meet still runs along e₁, but n now has the component sin δ sin η along e₁. For small η, the depth of that line below the surface changes by this amount per unit length. Since the V width is the depth times cot α + cot β, the angle between the two upper edges, in radians, is approximately

sin δ sin η (cot α + cot β).

This is 0.250°, which amounts to a width drift of 8.72 µm along the 2000 µm groove, provided that the edges are free to follow the crystal planes.

The taper also affects the beam. By the same argument applied to the mirror alone, its upper edge turns within the surface by about sin δ sin η cot α, or 0.17°, from the projection of [110]. For a beam arriving at right angles to that projection, the component of the mirror normal along the projection is −sin δ sin η cos α to first order. Reflection multiplies it by 2 sin α, so at α = 45° the outgoing beam tilts along the groove by sin δ sin η, again 0.17°.

To first order, then, an error in the size of the miscut changes the slope of the mirror. An error in its axis leaves the slope alone, but makes the groove taper and turns the mirror slightly about the surface normal.

Values computed for the example and the checks

```
Wall slope on exact (001) wafer: 54.7356 deg
Angle between the two walls: 70.5288 deg
Sum of wall slopes: 109.4712 deg
Largest miscut without overhang: 35.2644 deg
Required miscut: 9.7356 deg
Tangent of miscut: 0.17157 (no unit)
Mirror wall slope: 45.0000 deg
Opposite wall slope: 64.4712 deg
Opposite wall gradient: 2.0938 (no unit)
Atomistic slopes, exact wafer: 54.7356, 54.7356 deg
Atomistic slopes, miscut wafer: 45.0000, 64.4712 deg
Atomistic mask opening: 120 lattice constants
Atomistic V depth: 80.6 lattice constants
Formula V depth: 81.2 lattice constants
Atomistic width at depth 40: 60.3 lattice constants
Formula width at depth 40: 60.9 lattice constants
Mask opening: 250 um
Groove depth: 100 um
Groove length: 2000 um
Floor etch rate (rough): 1.00 um/min
{111} etch rate (rough): 0.01 um/min
Etch time: 100 min
Sum of wall cotangents: 1.4776 (no unit)
Flat floor width: 102.2 um
Depth of closed V: 169.2 um
Mirror length down the slope: 141.4 um
Wall retreat along its normal: 1.00 um
Mask undercut at mirror: 1.41 um
Mask undercut at opposite wall: 1.11 um
Pessimistic mirror tilt: 0.405 deg
Assumed miscut error: 0.50 deg
Resulting beam error: 1.00 deg
Assumed mask rotation: 0.10 deg
Opening widened by mask rotation: 3.49 um
Assumed miscut-axis error: 1.00 deg
Mirror slope change from axis error: 0.0017 deg
Angle between upper wall edges: 0.250 deg
Width drift along groove: 8.72 um
```
